# Thermal averaging of the spin-precession phase in spin-transfer torque: a numerical check

```python
"""Thermal reduction of the spin-transfer torque oscillation.

Result under test, for one channel and small voltage V:
    tau_x + i tau_y = (eV / 4 pi) * (1 - D * exp(-i phi0)),
    D = pi a kT / sinh(pi a kT).
phi0: precession phase at the Fermi energy; a: its energy slope (rad/eV);
kT: thermal energy (eV). The layer is magnetized along z, incoming spin is
along x. Majority electrons match the lead; the minority band is higher by
the exchange splitting. Energies are in eV and lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import expit

HB2M = const.hbar**2 / (2 * const.m_e * const.e) * 1e18  # hbar^2/2m, eV nm^2
KB = const.k / const.e                                   # eV/K


def reduction(x):
    """Derived thermal factor as a function of x = pi a kT."""
    return 1.0 if x == 0 else x / np.sinh(x)


U = np.linspace(-45, 45, 9001)            # (E - mu)/kT
WEIGHT = expit(U) * expit(-U) * (U[1] - U[0])  # -df/du times step


def thermal_mean(values):
    return np.sum(WEIGHT * values)


def wave_number(kinetic):
    return np.sqrt(kinetic / HB2M)


def phase(energy, splitting, d):
    return (wave_number(energy) - wave_number(energy - splitting)) * d


def phase_slope(energy, splitting, d):
    """d/(hbar v_up) - d/(hbar v_down), with hbar v = 2 (hbar^2/2m) k."""
    hv_up = 2 * HB2M * wave_number(energy)
    hv_dn = 2 * HB2M * wave_number(energy - splitting)
    return d / hv_up - d / hv_dn


def minority_t(k, kappa, d):
    """Minority amplitude at the exit face, step reflections included."""
    return 1 / (np.cos(kappa * d)
                - 0.5j * (k / kappa + kappa / k) * np.sin(kappa * d))


def spin_transmission(energy, splitting, d):
    k, kappa = wave_number(energy), wave_number(energy - splitting)
    return np.exp(-1j * k * d) * minority_t(k, kappa, d)


# Thermal average from its definition against the derived factor
for s in (-1.3, -0.2, 0.0, 0.05, 0.4, 1.0, 2.0):
    average = thermal_mean(np.exp(1j * s * U))
    assert abs(average - reduction(np.pi * s)) < 1e-11
small, large = 0.02, 2.0
assert abs(thermal_mean(np.cos(small * U))
           - (1 - (np.pi * small)**2 / 6)) < 1e-6
tail_form = 2 * np.pi * large * np.exp(-np.pi * large)
assert abs(thermal_mean(np.cos(large * U)) / tail_form - 1) < 1e-5

# Residue at i pi from a small circle, and the shifted-edge relation
circle = np.exp(2j * np.pi * np.arange(400) / 400)


def integrand(z, s):
    return np.exp(1j * s * z) * np.exp(z) / (1 + np.exp(z))**2


for s in (-0.7, 0.3, 1.1):
    residue = np.mean(integrand(1j * np.pi + circle, s) * circle)
    assert abs(residue + 1j * s * np.exp(-np.pi * s)) < 1e-10
    edge = integrand(0.7 + 2j * np.pi, s)
    assert abs(edge - np.exp(-2 * np.pi * s) * integrand(0.7, s)) < 1e-11

# Example input: rough values for a metallic spin-valve free layer
E_UP, SPLIT, D_NM, TEMP, BIAS = 5.0, 2.0, 3.0, 300.0, 0.010
KT = KB * TEMP
K_UP, K_DN = wave_number(E_UP), wave_number(E_UP - SPLIT)

# Exchange torque integrated over the layer against the loss of spin flux
x = np.linspace(0, D_NM, 4001)
t_dn = minority_t(K_UP, K_DN, D_NM)
psi_up = np.exp(1j * K_UP * x)
psi_dn = t_dn * (np.cos(K_DN * (D_NM - x))
                 - 1j * K_UP / K_DN * np.sin(K_DN * (D_NM - x)))
density = np.conj(psi_up) * psi_dn
layer_torque = 1j * SPLIT / (2 * HB2M * K_UP) * (
    simpson(density.real, x=x) + 1j * simpson(density.imag, x=x))
flux_loss = 1 - spin_transmission(E_UP, SPLIT, D_NM)
assert abs(layer_torque - flux_loss) < 1e-8

# Phase slope against a finite difference
step = 1e-4
slope = phase_slope(E_UP, SPLIT, D_NM)
numeric_slope = (phase(E_UP + step, SPLIT, D_NM)
                 - phase(E_UP - step, SPLIT, D_NM)) / (2 * step)
assert abs(numeric_slope / slope - 1) < 1e-6

# Finite voltage from the Fermi functions, and its linear limit
eps = np.linspace(-1.6, 1.7, 60001)


def bias_mean(a, phi0, ev):
    window = expit(-(eps - ev) / KT) - expit(-eps / KT)
    return np.sum(window * np.exp(-1j * (phi0 + a * eps))) \
        * (eps[1] - eps[0]) / ev


def bias_formula(a, phi0, ev):
    half = a * ev / 2
    return (reduction(np.pi * a * KT) * np.exp(-1j * (phi0 + half))
            * np.sin(half) / half)


for a_test, ev_test in ((-30.0, 0.05), (12.0, 0.2), (slope, BIAS)):
    assert abs(bias_mean(a_test, 0.8, ev_test)
               - bias_formula(a_test, 0.8, ev_test)) < 1e-9
linear = reduction(np.pi * 30 * KT) * np.exp(-0.8j)
assert abs(bias_mean(-30.0, 0.8, 1e-5) - linear) < 3e-4

# Free-electron phase without linearization
energies = E_UP + KT * U
for d_test in (3.0, 30.0):
    full = abs(thermal_mean(np.exp(-1j * phase(energies, SPLIT, d_test))))
    model = reduction(np.pi * phase_slope(E_UP, SPLIT, d_test) * KT)
    assert abs(full - model) < 3e-4

phi0 = phase(E_UP, SPLIT, D_NM)
arg = np.pi * slope * KT
factor = reduction(arg)
mean_curved = thermal_mean(np.exp(-1j * phase(energies, SPLIT, D_NM)))
curved_shift = -np.angle(mean_curved * np.exp(1j * phi0))
prefactor = BIAS / (4 * np.pi) * 1e3      # meV
torque = prefactor * (1 - factor * np.exp(-1j * phi0))
cold = prefactor * (1 - np.exp(-1j * phi0))

# Thickness at which the thermal factor is one half
half_arg = brentq(lambda y: reduction(y) - 0.5, 1, 4)
assert abs(thermal_mean(np.cos(half_arg / np.pi * U)) - 0.5) < 1e-10
half_d = half_arg / (np.pi * KT * abs(slope) / D_NM)

# Minority reflection in the single channel
t_fermi = spin_transmission(E_UP, SPLIT, D_NM)
t_warm = thermal_mean(spin_transmission(energies, SPLIT, D_NM))
reflect_ratio = abs(t_warm) / abs(t_fermi)


def channel_sum(energy, n):
    """Sum over transverse channels, per channel at the Fermi energy."""
    k2 = energy / HB2M
    q2 = (np.arange(n) + 0.5) * k2 / n
    k = np.sqrt(k2 - q2)
    kappa = np.sqrt((energy - SPLIT) / HB2M - q2 + 0j)
    values = np.exp(-1j * k * D_NM) * minority_t(k, kappa, D_NM)
    return np.mean(values) * energy / E_UP


sum_fermi = channel_sum(E_UP, 8000)
sum_shift = abs(channel_sum(E_UP, 16000) - sum_fermi)
assert sum_shift < 1e-4
u_coarse = np.linspace(-30, 30, 301)
w_coarse = expit(u_coarse) * expit(-u_coarse) * (u_coarse[1] - u_coarse[0])
sum_warm = sum(w * channel_sum(E_UP + KT * u, 8000)
               for u, w in zip(u_coarse, w_coarse))

# Roughness, scattering, bias and temperature-dependent splitting
ROUGH, MFP_UP, MFP_DN = 0.2, 6.0, 1.0     # nm, rough values
nodes, weights = np.polynomial.hermite_e.hermegauss(40)
rough = abs(np.sum(weights * np.exp(1j * (K_UP - K_DN) * ROUGH * nodes))
            / np.sqrt(2 * np.pi))
assert abs(rough - np.exp(-((K_UP - K_DN) * ROUGH)**2 / 2)) < 1e-10
scatter = np.exp(-D_NM / 2 * (1 / MFP_UP + 1 / MFP_DN))
scatter_half = np.exp(-half_d / 2 * (1 / MFP_UP + 1 / MFP_DN))
split_shift = phase(E_UP, 0.99 * SPLIT, D_NM) - phi0
bias_half = slope * BIAS / 2
bias_loss = 1 - np.sin(bias_half) / bias_half

# Thermal averaging is the weakest of the compared amplitude losses
assert 1 - factor < 0.1 * min(1 - rough, 1 - scatter, 1 - abs(sum_fermi))

print(f"majority kinetic energy (input): {E_UP:.1f} eV")
print(f"exchange splitting (input): {SPLIT:.1f} eV")
print(f"layer thickness (input): {D_NM:.1f} nm")
print(f"temperature (input): {TEMP:.0f} K")
print(f"voltage (input): {BIAS*1e3:.0f} mV")
print(f"thermal energy kT: {KT*1e3:.3f} meV")
print(f"majority wave number: {K_UP:.4f} 1/nm")
print(f"minority wave number: {K_DN:.4f} 1/nm")
print(f"precession length 2pi/(k_up-k_dn): {2*np.pi/(K_UP-K_DN):.3f} nm")
print(f"phase phi0: {phi0:.4f} rad")
print(f"phase slope a: {slope:.4f} rad/eV")
print(f"argument pi |a| kT: {abs(arg):.5f} (no unit)")
print(f"thermal factor D: {factor:.6f} (no unit)")
print(f"thermal loss 1-D: {1-factor:.3e} (no unit)")
print(f"torque scale eV/(4 pi): {prefactor:.4f} meV")
print(f"torque x, with D: {torque.real:.5f} meV")
print(f"torque y, with D: {torque.imag:.5f} meV")
print(f"torque x, D set to 1: {cold.real:.5f} meV")
print(f"torque y, D set to 1: {cold.imag:.5f} meV")
for d_show in (10.0, 30.0, 100.0):
    a_show = phase_slope(E_UP, SPLIT, d_show)
    print(f"thickness {d_show:.0f} nm: a = {a_show:.3f} rad/eV, "
          f"D = {reduction(np.pi*a_show*KT):.5f}")
print(f"D at 400 K, 3 nm: {reduction(np.pi*slope*KB*400):.6f} (no unit)")
print(f"argument for D = 1/2: {half_arg:.4f} (no unit)")
print(f"thickness for D = 1/2 at 300 K: {half_d:.1f} nm")
print("--- effects outside the model, 3 nm unless stated ---")
print(f"phase shift from curvature: {curved_shift:.2e} rad")
print(f"thermal weight below minority band edge: "
      f"{expit(-(E_UP-SPLIT)/KT):.1e} (no unit)")
print(f"|t_up* t_dn| with minority reflection: {abs(t_fermi):.4f} (no unit)")
print(f"its thermal loss of modulus: {1-reflect_ratio:.3e} (no unit)")
print(f"modulus after transverse sum: {abs(sum_fermi):.4f} (no unit)")
print(f"shift of that sum on doubling mesh: {sum_shift:.1e} (no unit)")
print(f"thermal/cold modulus after that sum: "
      f"{abs(sum_warm)/abs(sum_fermi):.5f} (no unit)")
print(f"rms roughness (rough input): {ROUGH:.1f} nm")
print(f"factor from roughness: {rough:.4f} (no unit)")
print(f"mean free paths up, down (rough input): {MFP_UP:.0f}, {MFP_DN:.0f} nm")
print(f"factor from scattering: {scatter:.4f} (no unit)")
print(f"scattering factor at D = 1/2 thickness: {scatter_half:.1e} (no unit)")
print(f"phase shift, splitting 1 % smaller: {split_shift:.4f} rad")
print(f"phase shift from finite voltage: {bias_half:.5f} rad")
print(f"amplitude loss from finite voltage: {bias_loss:.1e} (no unit)")
print("all tests passed")
```

Running it gives:

```
majority kinetic energy (input): 5.0 eV
exchange splitting (input): 2.0 eV
layer thickness (input): 3.0 nm
temperature (input): 300 K
voltage (input): 10 mV
thermal energy kT: 25.852 meV
majority wave number: 11.4558 1/nm
minority wave number: 8.8736 1/nm
precession length 2pi/(k_up-k_dn): 2.433 nm
phase phi0: 7.7465 rad
phase slope a: -1.0001 rad/eV
argument pi |a| kT: 0.08122 (no unit)
thermal factor D: 0.998901 (no unit)
thermal loss 1-D: 1.099e-03 (no unit)
torque scale eV/(4 pi): 0.7958 meV
torque x, with D: 0.71050 meV
torque y, with D: 0.79031 meV
torque x, D set to 1: 0.71040 meV
torque y, D set to 1: 0.79118 meV
thickness 10 nm: a = -3.334 rad/eV, D = 0.98789
thickness 30 nm: a = -10.001 rad/eV, D = 0.89796
thickness 100 nm: a = -33.336 rad/eV, D = 0.36284
D at 400 K, 3 nm: 0.998048 (no unit)
argument for D = 1/2: 2.1773 (no unit)
thickness for D = 1/2 at 300 K: 80.4 nm
--- effects outside the model, 3 nm unless stated ---
phase shift from curvature: 4.34e-04 rad
thermal weight below minority band edge: 4.0e-51 (no unit)
|t_up* t_dn| with minority reflection: 0.9685 (no unit)
its thermal loss of modulus: -4.354e-04 (no unit)
modulus after transverse sum: 0.1788 (no unit)
shift of that sum on doubling mesh: 2.0e-09 (no unit)
thermal/cold modulus after that sum: 0.99903 (no unit)
rms roughness (rough input): 0.2 nm
factor from roughness: 0.8752 (no unit)
mean free paths up, down (rough input): 6, 1 nm
factor from scattering: 0.1738 (no unit)
scattering factor at D = 1/2 thickness: 4.2e-21 (no unit)
phase shift, splitting 1 % smaller: -0.0886 rad
phase shift from finite voltage: -0.00500 rad
amplitude loss from finite voltage: 4.2e-06 (no unit)
all tests passed
```
